\section*{From linearized PAW one-centre energies to the ultrasoft pseudopotential functional}

\section*{Setting}

In the projector augmented-wave (PAW) method each valence orbital $\Psi_n$ is represented by a smooth orbital $\tilde\Psi_n$. Inside an atomic sphere $\Omega$ of radius $r_c$ it is rebuilt from all-electron partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$, equal to $\phi_i$ outside $\Omega$, and localized projectors $p_i$ with $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$:
\begin{equation}
|\Psi_n\rangle=|\tilde\Psi_n\rangle+\sum_i\bigl(|\phi_i\rangle-|\tilde\phi_i\rangle\bigr)\langle p_i|\tilde\Psi_n\rangle .
\label{eq:paw}
\end{equation}
This problem asks what becomes of the PAW energy when the part that lives inside the spheres is expanded about the free atom.

Atomic units are used, densities are positive number densities, and the partial waves are real. The core is frozen and the electrons are unpolarized. Write $T=-\tfrac12\nabla^2$, $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|$, $E_H[n]=\tfrac12(n|n)$, and $v_H[n]$ for the potential of $n$. With occupations $f_n$, define
\begin{equation}
\rho_{ij}=\sum_n f_n\langle\tilde\Psi_n|p_i\rangle\langle p_j|\tilde\Psi_n\rangle,\qquad \tilde n=\sum_n f_n|\tilde\Psi_n|^2 .
\label{eq:rho}
\end{equation}
The charge missing from a pair of smooth waves is
\begin{equation}
Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j,\qquad q_{ij}=\int_\Omega Q_{ij}.
\end{equation}
It is replaced by a smoother function $\hat Q_{ij}$, confined to $\Omega$, with the same multipole moments; in particular $\int\hat Q_{ij}=q_{ij}$. The compensation charge is $\hat n=\sum\rho_{ij}\hat Q_{ij}$. The one-centre densities are
\begin{equation}
n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j,\qquad
\tilde n^1+\hat n=\sum_{ij}\rho_{ij}\bigl(\tilde\phi_i\tilde\phi_j+\hat Q_{ij}\bigr).
\label{eq:dens}
\end{equation}
Let $v_{\rm ion}$ be the potential of nucleus plus core and $n_c$ the core density. Their smooth partners $v_{\rm loc}$ and $\tilde n_c$ agree with them outside $\Omega$. The PAW energy is $E=\tilde E+\sum_a(E^1-\tilde E^1)$, a sum over atoms $a$ whose label is suppressed below, with
\begin{align}
\tilde E&=\sum_nf_n\langle\tilde\Psi_n|T|\tilde\Psi_n\rangle+E_H[\tilde n+\hat n]+\int v_{\rm loc}(\tilde n+\hat n)\nonumber\\
&\quad+E_{xc}[\tilde n+\hat n+\tilde n_c]+U_{\rm ion},\label{eq:Et}\\
E^1&=\sum_{ij}\rho_{ij}t_{ij}+E_H[n^1]+\int_\Omega v_{\rm ion}n^1+E_{xc}[n^1+n_c],\label{eq:E1}\\
\tilde E^1&=\sum_{ij}\rho_{ij}\tilde t_{ij}+E_H[\tilde n^1+\hat n]+\int_\Omega v_{\rm loc}(\tilde n^1+\hat n)\nonumber\\
&\quad+E_{xc}[\tilde n^1+\hat n+\tilde n_c].\label{eq:Et1}
\end{align}
$U_{\rm ion}$ is the repulsion of the ions. Everything in $E^1$ and $\tilde E^1$ is restricted to $\Omega$, including the charge that enters $E_H$, and $E_{xc}$ is local or semilocal. The kinetic elements are $t_{ij}=\tfrac12\int_\Omega\nabla\phi_i\cdot\nabla\phi_j$, and $\tilde t_{ij}$ likewise with $\tilde\phi$. Constants of the frozen core are dropped.

\section*{(a) The slope of the one-centre energy}

\emph{Let $\Delta(\rho)=E^1-\tilde E^1$ for one atom. Find $\partial\Delta/\partial\rho_{ij}$.}

\textbf{Solution.} A change $\delta n$ alters the Hartree energy by $\tfrac12[(\delta n|n)+(n|\delta n)]=\int v_H[n]\,\delta n$ to first order; the two equal terms cancel the factor $\tfrac12$. The exchange-correlation energy changes by $\int v_{xc}\,\delta n$; for a semilocal functional restricted to $\Omega$ there is also a surface term at $r_c$, which cancels between $E^1$ and $\tilde E^1$ when the two densities and their gradients match there. From (\ref{eq:dens}), $\partial n^1/\partial\rho_{ij}=\phi_i\phi_j$ and $\partial(\tilde n^1+\hat n)/\partial\rho_{ij}=\tilde\phi_i\tilde\phi_j+\hat Q_{ij}$. With the one-centre potentials
\begin{align}
v^1&=v_{\rm ion}+v_H[n^1]+v_{xc}[n^1+n_c],\nonumber\\
\tilde v^1&=v_{\rm loc}+v_H[\tilde n^1+\hat n]+v_{xc}[\tilde n^1+\hat n+\tilde n_c],
\end{align}
the chain rule gives
\begin{equation}
\frac{\partial\Delta}{\partial\rho_{ij}}=t_{ij}-\tilde t_{ij}+\int_\Omega v^1\phi_i\phi_j-\int_\Omega\tilde v^1\bigl(\tilde\phi_i\tilde\phi_j+\hat Q_{ij}\bigr).
\label{eq:slope}
\end{equation}
This is symmetric in $i$ and $j$. It depends on $\rho$ through $v^1$ and $\tilde v^1$, so in PAW these coefficients in general change when the atom's surroundings change its occupancies; part (f) gives the exception.

\section*{(b) Linearization}

\emph{Expand $\Delta$ to first order about the occupancies $\rho^a$ of a reference atom, leave $\tilde E$ as it is, and write the total energy as a functional of the $\tilde\Psi_n$.}

\textbf{Solution.} Define the fixed numbers
\begin{equation}
D^{\rm ion}_{ij}=\frac{\partial\Delta}{\partial\rho_{ij}}\bigg|_{\rho^a},\qquad
C=\Delta(\rho^a)-\sum_{ij}\rho^a_{ij}D^{\rm ion}_{ij}.
\end{equation}
Then
\begin{align}
\Delta(\rho)&=\Delta(\rho^a)+\sum_{ij}(\rho_{ij}-\rho^a_{ij})D^{\rm ion}_{ij}+R(\rho)\nonumber\\
&=C+\sum_{ij}\rho_{ij}D^{\rm ion}_{ij}+R(\rho),
\label{eq:lin}
\end{align}
where $R$ is of second order in $\rho-\rho^a$. Drop $R$ and insert (\ref{eq:rho}):
\begin{equation}
\sum_{ij}\rho_{ij}D^{\rm ion}_{ij}=\sum_nf_n\langle\tilde\Psi_n|\Bigl(\sum_{ij}|p_i\rangle D^{\rm ion}_{ij}\langle p_j|\Bigr)|\tilde\Psi_n\rangle .
\end{equation}
The linearized one-centre energy is thus the expectation value of a fixed nonlocal operator. Adding $\tilde E$ gives $E\approx E_{US}+\sum_aC$ with
\begin{align}
E_{US}&=\sum_nf_n\langle\tilde\Psi_n|T+\sum_{ij}|p_i\rangle D^{\rm ion}_{ij}\langle p_j|\,|\tilde\Psi_n\rangle+E_H[\tilde n+\hat n]\nonumber\\
&\quad+\int v_{\rm loc}(\tilde n+\hat n)+E_{xc}[\tilde n+\hat n+\tilde n_c]+U_{\rm ion}.
\label{eq:us}
\end{align}
This has the form of the ultrasoft pseudopotential functional: a local and a fixed nonlocal ionic potential, and a density augmented by $\hat n$. In that language $\hat Q_{ij}$ is the pseudized augmentation function and $\tilde n_c$ the partial core. The identification requires both methods to use the same $p_i$, $\hat Q_{ij}$, $v_{\rm loc}$ and $\tilde n_c$.

The constant $C$ is built from data of the isolated atom. It does not depend on atomic positions, so it exerts no force and cancels in energy differences at fixed composition.

\section*{(c) The equations for the orbitals}

\emph{Make $E_{US}$ stationary. Which parts of the nonlocal potential still respond to the environment?}

\textbf{Solution.} The constraint comes from the orthonormality of the $\Psi_n$. For one sphere, (\ref{eq:paw}) with $\tilde\Psi_n=\sum_i\tilde\phi_i\langle p_i|\tilde\Psi_n\rangle$ inside $\Omega$ gives
\begin{equation}
\langle\Psi_n|\Psi_m\rangle=\langle\tilde\Psi_n|S|\tilde\Psi_m\rangle,\qquad S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j| .
\end{equation}
For a truncated set of partial waves this $S$ is adopted as the definition of the overlap. It also fixes the charge: since $\int\hat Q_{ij}=q_{ij}$, $\int(\tilde n+\hat n)=\sum_nf_n\langle\tilde\Psi_n|S|\tilde\Psi_n\rangle=\sum_nf_n$.

Vary $\langle\tilde\Psi_n|$. The density terms in (\ref{eq:us}) change by $\int\tilde v\,\delta(\tilde n+\hat n)$ with
\begin{equation}
\tilde v=v_{\rm loc}+v_H[\tilde n+\hat n]+v_{xc}[\tilde n+\hat n+\tilde n_c],
\end{equation}
\begin{equation}
\delta(\tilde n+\hat n)=f_n\Bigl[\delta\tilde\Psi_n^*\tilde\Psi_n+\sum_{ij}\langle\delta\tilde\Psi_n|p_i\rangle\hat Q_{ij}\langle p_j|\tilde\Psi_n\rangle\Bigr].
\end{equation}
With multipliers for the constraint, chosen diagonal, the common factor $f_n$ drops out:
\begin{equation}
\Bigl(T+\tilde v+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|\Bigr)|\tilde\Psi_n\rangle=\epsilon_nS|\tilde\Psi_n\rangle,\quad
D_{ij}=D^{\rm ion}_{ij}+\int\tilde v\hat Q_{ij}.
\label{eq:ks}
\end{equation}
So the full coefficient $D_{ij}$ is not frozen: its second term follows the self-consistent potential. PAW leads to the same equation with $D^{\rm ion}_{ij}$ replaced by the slope (\ref{eq:slope}) at the current $\rho$.

A change of $f_n$ acts on the energy only explicitly, because the orbitals are stationary under the constraint. Hence $\partial E_{US}/\partial f_n=\epsilon_n$, which checks that (\ref{eq:us}) and (\ref{eq:ks}) belong together.

\section*{(d) Recovering the unscreened coefficients}

\emph{An ultrasoft potential can also be constructed from scattering states of the atom, without a PAW energy. Let the reference atom be spherical, with $(T+v)\phi_i=\epsilon_i\phi_i$ in its self-consistent potential $v$, and let $\phi_i,\tilde\phi_i$ agree in value and slope at $r_c$. Express $D^{\rm ion}_{ij}$ through $\chi_j=(\epsilon_j-T-\tilde v)\tilde\phi_j$ and $B_{ij}=\langle\tilde\phi_i|\chi_j\rangle_\Omega$.}

\textbf{Solution.} Let $\rho^a$ describe the occupied valence states of this atom, so that inside $\Omega$ its valence density is $n^1$ and its augmented smooth density is $\tilde n^1+\hat n$. Two details need care.

First, $v^1$ and $\tilde v^1$ omit the valence charge outside the sphere. That charge is spherical and the same in both descriptions, so inside $\Omega$ it contributes one constant $c=\int_{r>r_c}n(r)/r\,d^3r$:
\begin{equation}
v^1=v-c,\qquad\tilde v^1=\tilde v-c.
\end{equation}
Second, integration by parts gives
\begin{equation}
t_{ij}=\langle\phi_i|T\phi_j\rangle_\Omega+s_{ij},\qquad s_{ij}=\tfrac12\oint\phi_i\,\partial_r\phi_j\,dS,
\end{equation}
and $\tilde t_{ij}$ has the same surface term because values and slopes match. It cancels in $t_{ij}-\tilde t_{ij}$. Equation (\ref{eq:slope}) becomes
\begin{align}
D^{\rm ion}_{ij}&=\langle\phi_i|T+v|\phi_j\rangle_\Omega-\langle\tilde\phi_i|T+\tilde v|\tilde\phi_j\rangle_\Omega-\int\tilde v\hat Q_{ij}\nonumber\\
&\quad-c\Bigl[\langle\phi_i|\phi_j\rangle_\Omega-\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega-\int\hat Q_{ij}\Bigr].
\end{align}
The bracket is $q_{ij}-q_{ij}=0$: the monopole condition on $\hat Q_{ij}$ removes the outer charge. In the first term use $(T+v)\phi_j=\epsilon_j\phi_j$, in the second $(T+\tilde v)\tilde\phi_j=\epsilon_j\tilde\phi_j-\chi_j$:
\begin{align}
D^{\rm ion}_{ij}&=\epsilon_j\langle\phi_i|\phi_j\rangle_\Omega-\epsilon_j\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega+\langle\tilde\phi_i|\chi_j\rangle_\Omega-\int\tilde v\hat Q_{ij}\nonumber\\
&=B_{ij}+\epsilon_jq_{ij}-\int\tilde v\hat Q_{ij}.
\label{eq:van}
\end{align}
This is the ultrasoft recipe: $B_{ij}+\epsilon_jq_{ij}$ is the screened coefficient of the atom, and subtracting $\int\tilde v\hat Q_{ij}$ unscreens it. The sum is symmetric because (\ref{eq:slope}) is, although $B_{ij}$ alone need not be.

If the projectors are built so that $\chi_j=\sum_ip_iB_{ij}$, the reference atom itself is reproduced. Acting on $\tilde\phi_j$, the nonlocal terms of (\ref{eq:ks}) give $\sum_ip_i(D_{ij}-\epsilon_jq_{ij})=\sum_ip_iB_{ij}=\chi_j$, which is what $(\epsilon_j-T-\tilde v)\tilde\phi_j$ requires.

\section*{(e) The leading error}

\emph{Find $R(\rho)$ to second order. What does self-consistency do to this error?}

\textbf{Solution.} Put $\Delta\rho=\rho-\rho^a$ and
\begin{equation}
\delta n=\sum_{ij}\Delta\rho_{ij}\phi_i\phi_j,\qquad\delta\tilde n=\sum_{ij}\Delta\rho_{ij}(\tilde\phi_i\tilde\phi_j+\hat Q_{ij}).
\end{equation}
The kinetic and ionic terms in (\ref{eq:E1}) and (\ref{eq:Et1}) are linear in $\rho$ and leave no remainder. The second-order part of $E_H$ is $\tfrac12(\delta n|\delta n)$. For a local functional with kernel $f_{xc}=dv_{xc}/dn$, that of $E_{xc}$ is $\tfrac12\int f_{xc}\,\delta n^2$. Therefore
\begin{align}
R&=\tfrac12\bigl[(\delta n|\delta n)-(\delta\tilde n|\delta\tilde n)\bigr]+\tfrac12\int_\Omega f_{xc}[n^1+n_c]\,\delta n^2\nonumber\\
&\quad-\tfrac12\int_\Omega f_{xc}[\tilde n^1+\hat n+\tilde n_c]\,\delta\tilde n^2+O(\Delta\rho^3),
\label{eq:R}
\end{align}
with the kernels taken at $\rho^a$. At fixed orbitals the ultrasoft energy, with $C$ included, differs from PAW by $-R$.

When each functional finds its own orbitals, the slope of $R$, which is of first order in $\Delta\rho$, displaces the PAW orbitals from the ultrasoft ones by a first-order amount, provided the response is not singular. Since the energy is stationary, this displacement changes it in second order. The self-consistent difference is therefore again quadratic, but its coefficient is not that of (\ref{eq:R}).

The approximation suffers when occupancies move far from the reference. Magnetism is a particular case. In a spin-polarized extension about an unpolarized atom, $\Delta$ is even under spin reversal, so its dependence on the magnetization begins at second order and is lost from the one-centre part.

\section*{(f) When nothing is lost}

\emph{Suppose $\hat Q_{ij}=Q_{ij}$ and $\tilde n_c=n_c$. What is $R$?}

\textbf{Solution.} Now $\tilde\phi_i\tilde\phi_j+\hat Q_{ij}=\phi_i\phi_j$, so $\tilde n^1+\hat n=n^1$ for every $\rho$. The Hartree and exchange-correlation terms of $E^1$ and $\tilde E^1$ cancel, and
\begin{equation}
\Delta(\rho)=\sum_{ij}\rho_{ij}\Bigl[t_{ij}-\tilde t_{ij}+\int_\Omega(v_{\rm ion}-v_{\rm loc})\phi_i\phi_j\Bigr].
\end{equation}
This is linear, so $R=0$ for any occupancies and the two functionals coincide, with $C=0$. The price is an augmentation charge as sharp as the all-electron one. If $\hat Q_{ij}=Q_{ij}$ but the core is smoothed, the Hartree terms still cancel, and the nonlinearity left is that of $E_{xc}[n^1+n_c]-E_{xc}[n^1+\tilde n_c]$.

\section*{(g) A model ion}

\emph{Evaluate the coefficients and the error for a spherical model ion.}

\textbf{Solution.} The nucleus is a Gaussian charge $4$ proportional to $e^{-r^2/a^2}$ with $a=0.30$ \AA, and the rigid core a Gaussian of two electrons with width $0.40$ \AA. Two valence electrons fill the lowest $s$ orbital; the core acts only through its density, so this orbital has no node. Exchange is treated in the local density approximation and correlation is omitted. The sphere has $r_c=1.0$ \AA, with partial waves at the bound level $\epsilon_1=-12.443$ eV and at $\epsilon_2=10$ eV. Here $\phi_1$ is normalized over all space and $\phi_2$ over the sphere. Inside the sphere $r\tilde\phi_i$ and $rv_{\rm loc}$ are polynomials $r(c_0+c_1r^2+c_2r^4)$ that match $r\phi_i$ and $rv_{\rm ion}$ in value, slope and curvature at $r_c$, and the projectors follow from $\chi_j=\sum_ip_iB_{ij}$ as in part (d). The numbers below depend on these choices. The function $\hat Q_{ij}$ is $q_{ij}$ times a normalized shape proportional to $(1-r^2/r_c^2)^3$, and $\tilde n_c=n_c[1-0.8(1-r^2/r_c^2)^3]$ inside the sphere.

\emph{Coefficients.} Integrated over the sphere, $\phi_1^2$ gives $0.8596$ but $\tilde\phi_1^2$ only $0.5040$, so $q_{11}=0.8596-0.5040=0.3556$. The screened coefficient at the reference is $-12.414$ eV and $\int\tilde v\hat Q_{11}=-6.092$ eV, hence
\begin{equation}
D^{\rm ion}_{11}=-12.414+6.092=-6.322\ \text{eV}\quad(-0.2323\ \text{hartree}).
\end{equation}
Finite differences of $\Delta(\rho)$ agree with (\ref{eq:van}) to about $2\times10^{-9}$ eV for all elements, although the one-centre potentials lack the shift $c=3.234$ eV.

\emph{Small changes.} With $0.02$ electron removed, the ultrasoft energy at its own orbital lies $1.0347\times10^{-4}$ eV below the PAW expression; the kernel formula (\ref{eq:R}) gives $1.0344\times10^{-4}$ eV. After each functional relaxes, the difference is $0.872\times10^{-4}$ eV. Removing $0.04$ electron instead multiplies the relaxed difference by $4.08$, close to the factor $4$ of a quadratic law.

\emph{One electron removed.} The ionization energies are $21.581$ eV (all-electron, same rigid core), $21.593$ eV (PAW) and $21.121$ eV (ultrasoft). Relative to the all-electron value the errors are
\begin{align}
\text{PAW: }&21.59330-21.58110\approx+0.012\ \text{eV},\nonumber\\
\text{ultrasoft: }&21.12055-21.58110\approx-0.461\ \text{eV}.
\end{align}
The quadratic coefficient from the small step, $-0.872\times10^{-4}/0.02^2=-0.218$ eV, would predict an ultrasoft-minus-PAW difference of $-0.22$ eV for a whole electron. The computed one is $-0.473$ eV, so the difference is not quadratic in the removed charge over this range. The cause is mainly that $\Delta\rho$ is not proportional to that charge: $\Delta\rho_{12}$ per electron removed falls from $0.159$ at the small step to $0.081$ for a whole electron. The expansion in $\Delta\rho$ itself still holds well. At the ultrasoft occupancies of the ion, the second-order formula (\ref{eq:R}) gives $0.502$ eV against the full $R=0.512$ eV. The one-centre slope shows how far the atom has moved: in PAW its $11$ element goes from $-6.322$ to $-7.505$ eV, while the ultrasoft value stays fixed. The level is $-31.507$ eV all-electron, $-31.530$ eV in PAW and $-30.283$ eV in the ultrasoft calculation; the last agrees with the numerical derivative of $E_{US}$ with respect to $f$.

\emph{Origin of the error.} For the same ionization, using $\hat Q_{ij}=Q_{ij}$ while keeping the smoothed core reduces the ultrasoft-minus-PAW difference from $-0.473$ to $-0.085$ eV. Restoring the true core as well brings it to rounding level, about $10^{-14}$ eV, as part (f) requires. In this model, then, an exact augmentation charge alone removes most of the linearization error. This is not an additive partition: the two smoothings enter $E_{xc}$ together, and changing $\hat Q_{ij}$ also changes $\tilde v$ and hence the projectors. The numerical check contains these comparisons.

\section*{Numbers as computed}
\begin{verbatim}
nuclear charge: 4 e
core electrons: 2
reference valence electrons: 2
nuclear width: 0.30 angstrom
core width: 0.40 angstrom
sphere radius r_c: 1.00 angstrom
reference level eps_1: -12.44305 eV
second energy eps_2: 10.00000 eV
AE charge of orbital 1 in sphere: 0.85956
pseudo charge of orbital 1 in sphere: 0.50396
q 11, 12, 22: 0.35560, 0.54461, 0.74815
D_ion from linearization 11, 12, 22: -6.32192, -0.31911, 15.68947 eV
D_ion from scattering formula 11, 12, 22: -6.32192, -0.31911, 15.68947 eV
largest D_ion mismatch, 3 data sets: 2.1e-09 eV
integral vtilde Qhat 11, 12, 22: -6.09215, -9.33028, -12.81739 eV
screened D at reference 11, 12, 22: -12.41407, -9.64939, 2.87208 eV
constant shift c from outer charge: 3.23369 eV
constant C per atom: -17.17481 eV
reference energy AE: -88.94925 eV
reference energy PAW - AE: 8.9e-13 eV
reference energy US - AE: 8.9e-13 eV
US - PAW, 0.04 electron removed: -3.5581e-04 eV
  same at fixed US orbital: -4.2119e-04 eV
US - PAW, 0.02 electron removed: -8.7249e-05 eV
  same at fixed US orbital: -1.0347e-04 eV
ratio of self-consistent gaps: 4.078
kernel prediction, 0.02 removed: -1.0344e-04 eV
One electron removed:
ionization energy AE: 21.58110 eV
ionization energy PAW: 21.59330 eV
ionization energy US: 21.12055 eV
level AE: -31.50694 eV
level PAW: -31.53043 eV
level US: -30.28322 eV
dE_US/df by finite difference: -30.28325 eV
rho PAW 11, 12, 22: 0.88816, 0.11254, 0.01426
rho US 11, 12, 22: 0.93630, 0.08090, 0.00699
one-centre D of PAW 11, 12, 22: -7.50509, -2.07463, 12.97572 eV
US - PAW, smooth Qhat, smooth core: -0.47276 eV
US - PAW, exact Qhat, smooth core: -8.4652e-02 eV
US - PAW, exact Qhat, exact core: -1.2e-14 eV
trial rho 11, 12, 22: 1.10000, 0.20000, 0.30000
nonlinearity at trial, smooth core: 1.1375e-02 eV
nonlinearity at trial, exact core: 7.6e-14 eV
\end{verbatim}
